# Cascade Capture at an Attractive Centre as Diffusion in Energy

A single centre of charge $+Ze$ attracts conduction electrons with potential energy $U(r)=-\alpha/r$, where $\alpha=Ze^2/(4\pi\epsilon_0\kappa)$ and $\kappa$ is the dielectric constant. The band is isotropic and parabolic with mass $m$, the kinetic energy is $\varepsilon=\hbar^2k^2/2m=mv^2/2$, and the total energy is $E=\varepsilon+U$. The electrons are non-degenerate, and spin is dropped because it multiplies capture rate and density alike. They exchange energy with longitudinal acoustic phonons in equilibrium at temperature $T$; a phonon of wave number $q$ has energy $\omega=\hbar sq$ and occupation $N_\omega=1/(e^{\omega/kT}-1)$. The deformation potential is $\Xi$, the mass density $\rho$. Deeply bound states act as a sink. If $J$ is the steady capture rate and $n$ the density far away, the cross-section is defined by $J=\sigma n\langle v\rangle$. Throughout, $k_s=ms/\hbar$, $\delta=ms^2/kT$, $r_T=\alpha/kT$ and $w=-E/kT$.

**(a) Find the rate at which an electron of wave number $k$ absorbs or emits phonons in $dq$, and the condition for such a process to be allowed.**

The coupling is $\Xi\,\nabla\cdot\mathbf u$. A mode of frequency $sq$ in volume $V$ has displacement amplitude $[\hbar/(2\rho Vsq)]^{1/2}$, and the divergence supplies a factor $q$, so $|M_q|^2=\Xi^2\hbar q/(2\rho sV)$. Let $\mu$ be the cosine between $\mathbf q$ and $\mathbf k$. For absorption the golden rule gives

$$d\Gamma=\frac{V\,2\pi q^2dq}{(2\pi)^3}\,\frac{2\pi}{\hbar}|M_q|^2N_\omega\int_{-1}^1d\mu\;\delta_{\rm D}\!\left[\frac{\hbar^2(2kq\mu+q^2)}{2m}-\hbar sq\right],$$

with $\delta_{\rm D}$ the Dirac function. The argument is linear in $\mu$ with slope $\hbar^2kq/m$, so the integral is $m/(\hbar^2kq)$ if the root $\mu=(k_s-q/2)/k$ lies in $[-1,1]$ and zero otherwise. Emission has final wave vector $\mathbf k-\mathbf q$, the same slope in magnitude, and root $\mu=(q/2+k_s)/k$. Collecting factors,

$$d\Gamma=c\,q^2dq\times(N_\omega\ \text{or}\ N_\omega+1),\qquad c=\frac{\Xi^2m}{4\pi\rho s\hbar^2k}.$$

Absorption needs $k\ge|q/2-k_s|$. Emission from $k'$ needs $k'\ge q/2+k_s$; the final state has $k^2=k'^2-2k_sq$ by energy conservation, so this reads $k^2\ge(q/2+k_s)^2-2k_sq=(q/2-k_s)^2$. In both directions the lower state must satisfy

$$\varepsilon\ge\varepsilon_{\min}(\omega)=\frac{\hbar^2}{2m}\left(\frac q2-k_s\right)^2=\frac{(\omega-2ms^2)^2}{8ms^2}.$$

For $k>k_s$ the largest wave numbers are $q_\pm=2k\pm2k_s$, upper sign for absorption. The largest jump is close to $2\hbar sk=\sqrt{8ms^2\varepsilon}$, which at $\varepsilon=kT$ is $\sqrt{8\delta}\,kT$.

**(b) For $\delta\ll1$ and $\varepsilon\sim kT$, find the energy diffusion coefficient, the mean rate of energy change, and the mean free path.**

Here $k\gg k_s$ and $\omega\ll kT$, so $\omega N_\omega=kT-\omega/2+\dots$ and $\omega(N_\omega+1)=kT+\omega/2+\dots$. The diffusion coefficient is half the mean squared jump per unit time. At leading order both processes contribute equally and $q_\pm\to2k$:

$$D=\tfrac12\cdot2c\int_0^{2k}\hbar sq\,kT\,q^2dq=4c\hbar s\,kT\,k^4=kT\,\frac{\Xi^2mk^3}{\pi\rho\hbar}.$$

The quantity $D/kT=c\int_0^{2k}\hbar sq\,q^2dq$ is also the energy lost per unit time by spontaneous emission alone. Since $\varepsilon v=\hbar^3k^3/2m^2$ has the same power of $k$, one may write

$$\frac{D}{kT}=\frac{\varepsilon v}{l_0},\qquad l_0=\frac{\pi\hbar^4\rho}{2m^3\Xi^2}.$$

The energy-loss length $l_0=v\tau_\varepsilon$, with $\varepsilon/\tau_\varepsilon$ the spontaneous loss rate, depends on neither $\varepsilon$ nor $T$.

In the drift the large $kT$ terms cancel except between the limits $q_-$ and $q_+$, which must therefore be kept apart:

$$\langle\dot\varepsilon\rangle=c\,kT\,\frac{q_+^3-q_-^3}{3}-c\hbar s\int_0^{2k}q^3dq=16c\,kT\,k^2k_s-4c\hbar sk^4,$$

using $q_+^3-q_-^3\approx3(2k)^2\cdot4k_s$. The second term is $\varepsilon v/l_0$, and the first is $4m\,kT/(\hbar^2k^2)=2kT/\varepsilon$ times the second. Thus $\langle\dot\varepsilon\rangle=(v/l_0)(2kT-\varepsilon)$.

For momentum the collisions are elastic at leading order, with $1-\cos\theta=q^2/2k^2$:

$$\frac1{\tau_p}=2c\int_0^{2k}\frac{kT}{\hbar sq}\,\frac{q^2}{2k^2}\,q^2dq=\frac{4c\,kT\,k^2}{\hbar s},\qquad l=\frac{\hbar k}{m}\tau_p=\frac{\pi\hbar^4\rho s^2}{m^2\Xi^2kT}.$$

Dividing, $l/l_0=2\delta$. The energy changes by $kT$ in a time $(kT)^2/D\sim l_0/v$, during which the direction is randomised about $1/(2\delta)$ times. The numerical check confirms $D$, the drift and $l$ against the golden rule solved over the final-state angle with full kinematics.

**(c) Argue that the occupation depends on $E$ alone, count the states, and write the net flow between two total energies.**

Treat the electron quasi-classically, with local kinetic energy $\varepsilon=E+\alpha/r$; part (g) gives the condition. On times short against $l_0/v$ two processes act, both conserving $E$: motion in the field and elastic scattering. Scattering leaves the occupation $f$ unchanged when it is isotropic, $f=f(\mathbf r,E)$. Motion then changes it at the rate $-\mathbf v\cdot\nabla f|_E$, which vanishes for every direction of $\mathbf v$ when $f=f(E)$. This state is reached before $E$ changes if $l\ll l_0$ and if the electron crosses the region of size $r_T$ in time. For $l>r_T$ the crossing is ballistic and needs $r_T\ll l_0$; for $l<r_T$ it takes $r_T^2/(lv)$ and needs $r_T^2\ll ll_0$.

The local density of states is $g(\varepsilon)=4\pi k^2(dk/d\varepsilon)/(2\pi)^3=mk/(2\pi^2\hbar^2)$. For $E<0$ put $r=\alpha y/|E|$, so that $\varepsilon=|E|(1/y-1)$:

$$\int g\,d^3r=\frac{4\pi\alpha^3}{|E|^3}\frac{m\sqrt{2m|E|}}{2\pi^2\hbar^3}\int_0^1y^{3/2}(1-y)^{1/2}dy=\frac{\sqrt2\,m^{3/2}\alpha^3}{8\hbar^3|E|^{5/2}},$$

the integral being $\Gamma(\tfrac52)\Gamma(\tfrac32)/\Gamma(4)=\pi/16$. The hydrogenic levels $E=-E_B/\nu^2$, with $E_B=m\alpha^2/2\hbar^2$ and degeneracy $\nu^2$, give $\nu^2d\nu/dE=\nu^5/2E_B=E_B^{3/2}/(2|E|^{5/2})$, which is the same expression. This fixes the normalisation of $g$.

The number of transitions per unit time is $\int d^3r\,g\,f\,d\Gamma$. In the product $gc$ the factor $k$ cancels. With $q^2dq=\omega^2d\omega/(\hbar s)^3$ and $\Xi^2/\rho=\pi\hbar^4/(2m^3l_0)$,

$$g\,c\,q^2dq=C\omega^2d\omega,\qquad C=\frac{\Xi^2m^2}{8\pi^3\rho s^4\hbar^7}=\frac{m}{16\pi^2\hbar^3l_0(ms^2)^2}.$$

The spatial integral is then the volume where the jump is allowed. For a lower level $E<0$ this is $\alpha/r\ge|E|+\varepsilon_{\min}$, a sphere, so

$$K(E,\omega)=C\omega^2\,\frac{4\pi}3\,\frac{\alpha^3}{[\,|E|+\varepsilon_{\min}(\omega)]^3}.$$

The net downward flow from $E+\omega$ to $E$, per $dE\,d\omega$, is $K[f(E+\omega)(N_\omega+1)-f(E)N_\omega]$. Write $f=Ae^{-E/kT}\varphi(E)$, where $Ae^{-E/kT}$ is the equilibrium occupation. Because $N_\omega+1=e^{\omega/kT}N_\omega$, the flow becomes $KAN_\omega e^{-E/kT}[\varphi(E+\omega)-\varphi(E)]$: a resistor network in which $\varphi$ is the voltage. Set $x=\omega/kT$. The factors $\omega^2$, $dE\,d\omega$, the denominator and $(ms^2)^{-2}$ give $(kT)^{2+2-3-2}\delta^{-2}$, so the flow is $J_0\,\gamma\,[\varphi(w-x)-\varphi(w)]\,dw\,dx$ with

$$J_0=\frac{4\pi}{3}\frac{Am\alpha^3}{\pi^2\hbar^3l_0kT},\qquad\gamma=\frac{x^2N_\omega e^w}{16\delta^2\,[w+(x-2\delta)^2/8\delta]^3},$$

where $w>0$ labels the lower level and $\varphi$ is now a function of $w$. No expansion in $\delta$ enters $\gamma$.

**(d) Reduce the network to a diffusion equation in $E$ for $\delta\ll1$.**

For a jump $x$, the pairs that straddle a given level have lower members in a band of width $x$, and each has voltage difference $-x\varphi'$, the prime meaning $d/dw$. So $J=-J_0\varphi'\int_0^\infty x^2\gamma\,dx$. At leading order $N_\omega=1/x$ and $(x-2\delta)^2/8\delta\to u=x^2/8\delta$. Then $x\,dx=4\delta\,du$, $x^3dx=32\delta^2u\,du$, and

$$\int x^2\gamma\,dx=2e^w\int_0^\infty\frac{u\,du}{(w+u)^3}=2e^w\left(\frac1w-\frac1{2w}\right)=\frac{e^w}{w},$$

after writing $u=(w+u)-w$. The integral is dominated by $u\sim w$, that is $x\sim\sqrt{8\delta w}$, small against the scale 1 on which $\varphi$ varies. To return to $f$, note $-\varphi'=kT\,d\varphi/dE$ and $f+kT\,df/dE=Ae^{w}kT\,d\varphi/dE$. Hence

$$J=B(E)\left(f+kT\frac{df}{dE}\right),\qquad B=\frac{J_0}{Aw}=\frac{4\pi}3\frac{m\alpha^3}{\pi^2\hbar^3l_0|E|}.$$

The term $Bf$ is friction, $BkT\,df/dE$ is diffusion, and they cancel for the Boltzmann distribution. The coefficient is the loss rate of (b) summed over the energy shell. Indeed $g\varepsilon v=m\varepsilon^2/(\pi^2\hbar^3)$, because $kv=2\varepsilon/\hbar$, and

$$\int d^3r\,g\,\frac{\varepsilon v}{l_0}=\frac{4\pi m}{\pi^2\hbar^3l_0}\int_0^{\alpha/|E|}(\alpha-|E|r)^2dr=\frac{4\pi m\alpha^3}{\pi^2\hbar^3l_0|E|}\int_0^1(1-y)^2dy,$$

and the last integral is $1/3$. The same form of flux for a free electron implies the drift $g^{-1}d(gD)/d\varepsilon-D/kT$; with $gD\propto\varepsilon^2$ this is $(2kT/\varepsilon-1)\varepsilon v/l_0$, as found directly in (b).

**(e) Solve the steady problem. Find $\sigma$ and the probability that an electron at binding energy $wkT$ reaches the sink.**

In the steady state $J$ is independent of $w$, so $\varphi'=-(J/J_0)we^{-w}$. Two boundary values are needed. At the sink, $\varphi(w_1)=0$. States with $E>0$ extend to infinity and are refilled from there, so $\varphi=1$ for them provided capture removes a small part of the electrons that arrive; this is checked below. The resistance density $we^{-w}$ vanishes at $w=0$, since $B\propto1/|E|$ diverges, so no finite voltage drop occurs at the edge and $\varphi(0)=1$. Integration by parts gives $\int_0^ww'e^{-w'}dw'=P(w)$ with

$$P(w)=1-(1+w)e^{-w},\qquad J=J_0/P(w_1).$$

For $w_1\gg1$, $J=J_0$: the depth and nature of the sink drop out, with relative error $(J-J_0)/J=(1+w_1)e^{-w_1}$. Far away $U=0$, and

$$n\langle v\rangle=A\int_0^\infty gv\,e^{-\varepsilon/kT}d\varepsilon=\frac{Am}{\pi^2\hbar^3}\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon=\frac{Am(kT)^2}{\pi^2\hbar^3}.$$

The factor $Am/(\pi^2\hbar^3)$ cancels in the ratio, leaving the Abakumov–Yassievich cross-section

$$\sigma_{\rm AY}=\frac{4\pi}3\frac{\alpha^3}{l_0(kT)^3}=\frac{4\pi}{3}\frac{r_T^3}{l_0}.$$

It is the leading term for $\delta\to0$. It reads as an area $r_T^2$ times $r_T/l_0$, which by (b) is the fraction of an energy $\sim kT$ lost by spontaneous emission along a path of length $r_T$; this is not the probability of a single loss of order $kT$, since each jump is only about $\sqrt{8\delta}\,kT$. As $l_0$ is independent of $T$, $\sigma_{\rm AY}\propto Z^3T^{-3}$, and with $\langle v\rangle=(8kT/\pi m)^{1/2}$ the capture coefficient $\sigma\langle v\rangle$ goes as $T^{-5/2}$. The sound speed has dropped out. Putting $l$ in place of $l_0$, the Thomson form, counts one collision inside $r_T$ as capture and is too large by $l_0/l=1/(2\delta)$.

The supply condition follows. Electrons reach the sphere $r_T$ ballistically at a rate no smaller than $\pi r_T^2n\langle v\rangle$, since attraction bends paths inward, and $\sigma_{\rm AY}/\pi r_T^2=\tfrac43r_T/l_0$. Capture draws mainly on electrons within about one jump, $\sqrt{8\delta}\,kT$, of $E=0$, which are a share of order $\sqrt{8\delta}$ of the arrivals, so depletion is small when $r_T\ll\sqrt{8\delta}\,l_0$. For $\delta\ll1$ this holds whenever the arrival is ballistic, since then $r_T<l=2\delta l_0$. For $l<r_T$ the condition is $r_T^2\ll ll_0$, as in (c).

For the probability, current balance at a level says that $\varphi(w)$ is the average of $\varphi$ over the other levels with weights $\gamma$. The weights are proportional to the jump probabilities of an electron at $w$, since the jump rate per electron is the conductance divided by the equilibrium population at $w$. The probability of escaping before reaching the sink obeys the same averaging rule, equals 1 in the continuum and 0 at the sink, and so equals $\varphi$. The sticking probability is $1-\varphi=P(w)$ for a deep sink. The resistance density has derivative $(1-w)e^{-w}$ and peaks at $|E|=kT$, where $P(1)=0.264$; $P(2)=0.594$ and $P(5)=0.960$. An electron with $E$ just below zero is not yet captured: $P\approx w^2/2$ for small $w$. This form belongs to the diffusion limit and needs the jump $\sqrt{8\delta w}$ to be small against $w$, that is $w\gg8\delta$.

**(f) Find the leading correction due to the finite size of the jumps.**

Consider $Q[\varphi]=\iint\gamma\,(\Delta\varphi)^2dw\,dx$, with $\Delta\varphi=\varphi(w-x)-\varphi(w)$ and the boundary values fixed. Varying $\varphi$ at one level gives current balance there, so the steady state makes $Q$ stationary. Regrouping $Q$ by levels gives the sum of $\varphi$ times the net outflow, which vanishes at balanced levels and at the sink and is $1\cdot J/J_0$ for the continuum. Thus $\sigma/\sigma_{\rm AY}$ is the stationary value of $Q$, and its first-order change is obtained by inserting the diffusion solution $\varphi_0=(1+w)e^{-w}$.

Use the midpoint $\bar w=w-x/2$. Then $N_\omega e^w=e^{\bar w}/[2\sinh(x/2)]$, and $w+(x-2\delta)^2/8\delta=\bar w+u+\delta/2$. With $\psi=\varphi'$ at $\bar w$, Taylor expansion gives $\Delta\varphi=-(x\psi+x^3\psi''/24)$, so $(\Delta\varphi)^2=x^2\psi^2+x^4\psi\psi''/12$, and $1/[2\sinh(x/2)]=x^{-1}(1-x^2/24)$. Using $x^3dx/16\delta^2=2u\,du$ and $x^2=8\delta u$,

$$Q=\int d\bar w\,e^{\bar w}\int\frac{2u\,du}{(\bar w+u+\delta/2)^3}\left[\psi^2+8\delta u\left(\frac{\psi\psi''}{12}-\frac{\psi^2}{24}\right)\right].$$

The first term gives $\int e^{\bar w}\psi^2/(\bar w+\delta/2)$, which for $\psi_0=-we^{-w}$ is $\int we^{-w}dw-\tfrac\delta2\int e^{-w}dw=1-\delta/2$. In the second, $\int u^2du/(\bar w+u)^3$ grows as $\ln u$ from $u\sim\bar w\sim1$ until the expansion fails at $x\sim1$, where $u\sim1/\delta$; it equals $\ln(1/\delta)+O(1)$. Jumps with $x\gtrsim1$ have $\gamma\propto\delta^{-2}u^{-3}\propto\delta$ and add $O(\delta)$. Pairs within $x$ of $w=0$, where $\varphi_0''$ jumps, have $\Delta\varphi\sim x^2$ over a width $x$; their contribution $x^5$ is one power above the $x^4$ term and gives no logarithm at order $\delta$. Two integrations by parts, with boundary terms zero because $\psi_0(0)=0$ and $\psi_0$ decays, give

$$\int e^w\psi\psi''dw=-\int e^w\psi'^2dw-\int e^w\psi\psi'dw=-\int e^w\psi'^2dw+\tfrac12\int e^w\psi^2dw.$$

The $\psi^2$ terms cancel, $\tfrac1{24}-\tfrac1{24}=0$, leaving $-\lambda\int e^w\psi'^2dw$ with $\lambda=\tfrac{16}{12}\delta\ln(1/\delta)$. Since $\psi_0'=(w-1)e^{-w}$ and $\int_0^\infty(w-1)^2e^{-w}dw=2-2+1=1$,

$$\frac{\sigma}{\sigma_{\rm AY}}=1-\frac43\,\delta\ln\frac1\delta+O(\delta).$$

The numerical check solves the network with the unexpanded $\gamma$ on a grid, with the sink at $w_1=12$ and $J$ multiplied by $P(12)$. It finds $0.9210$, $0.9731$ and $0.9914$ at $\delta=0.016$, $0.004$ and $0.001$, each uncertain by about $10^{-4}$ from the grid and the finite sink depth. The change of $(1-\sigma/\sigma_{\rm AY})/\delta$ with $\ln(1/\delta)$ between the last two is $1.319$, against $4/3$.

At $\delta=0.001$ the sticking probability departs from $P(w)/P(12)$, the diffusion result for a sink at $w_1=12$, by about $0.0001$ at most, far less than the $0.0086$ lost in $\sigma/\sigma_{\rm AY}$. The reason is that stationarity of $\int e^w\psi^2/w-\lambda\int e^w\psi'^2$ at fixed $\int\psi\,dw=-1$ requires $e^w\psi/w+\lambda(e^w\psi')'$ to be constant. For $\psi_0$, $(e^w\psi_0')'=1$ is itself constant at $w>0$, so the logarithmic term lowers the current without reshaping $\varphi$ there; terms of order $\delta$ without the logarithm, not computed here, can still reshape it.

**(g) State the conditions set by level discreteness, by spatial diffusion and by neighbouring centres.**

A continuous energy requires many levels within one jump. The hydrogenic spacing is $dE/d\nu=2E_B/\nu^3=2|E|^{3/2}/E_B^{1/2}$, and the largest jump at $\varepsilon\sim|E|$ is $\sqrt{8ms^2|E|}$. With $v_B=\alpha/\hbar$, so that $E_B=mv_B^2/2$, their ratio is $|E|/\sqrt{2ms^2E_B}=|E|/(msv_B)$. It must be small at $|E|\sim kT$. Together with $\delta\ll1$ this gives the window

$$ms^2\ll kT\ll msv_B,$$

whose ends differ by the factor $v_B/s$. The ratio reaches 1 at $w^*=msv_B/kT$. The share $1-P(w^*)$ of the resistance lies deeper and is computed outside the regime of the derivation; it marks the part the derivation does not cover and is neither a bound on the error nor an estimate of it.

When $l<r_T$, electrons diffuse toward the centre with $D_x=\langle v^2\tau_p\rangle/3=l\langle v\rangle/3$, as $l$ is independent of $v$. The inward drift-diffusion current through a sphere is $J=4\pi r^2D_xe^{-U/kT}\,d(n_re^{U/kT})/dr$, with $n_r$ the local density. For a perfectly absorbing centre $n_re^{U/kT}$ rises from 0 to $n$, and $\int_0^\infty e^{-r_T/r}dr/r^2=1/r_T$, so $J=4\pi D_xr_Tn$, the Debye–Langevin rate. Then

$$\frac{\sigma_{\rm AY}\langle v\rangle}{4\pi D_xr_T}=\frac{r_T^2}{l\,l_0}.$$

The cascade is the slower step when this is small, the condition met in (c); otherwise $f$ depends on $r$ as well as $E$. The ratio is an estimate only: the Debye–Langevin rate assumes that electrons keep the temperature $T$ locally, whereas for $r_T^2\ll ll_0$ they diffuse at fixed $E$, which changes the rate by a factor that depends logarithmically on the absorber's radius.

At centre density $N$, orbits larger than about $N^{-1/3}$ are shared among centres, which affects $w<w_N=r_TN^{1/3}$. Moving the boundary $\varphi=1$ to $w_N$ removes the share $P(w_N)\approx w_N^2/2$ of the resistance. This estimate of the relative increase of $\sigma$ uses the diffusion limit, so it needs the jump $\sqrt{8\delta w_N}$ to be small against $w_N$, that is $w_N\gg8\delta$. With finite jumps it overestimates the increase, by a relative amount of order $\sqrt{8\delta/w_N}$, which falls slowly: at $\delta=0.004$ and $w_N=0.155$ moving the boundary in the network raises $\sigma$ by $0.006$, against $P(w_N)=0.011$. The effect is small for $r_T\ll N^{-1/3}$.

**(h) Evaluate the result and its conditions for the model $m=0.3\,m_0$, $\kappa=10$, $Z=1$, $s=5000$ m/s, $\rho=5000$ kg/m³, $\Xi=10$ eV, $T=5$ K, $N=10^{11}$ cm⁻³.**

Here $kT=0.4309$ meV and $ms^2=0.04264$ meV, so $\delta=0.04264/0.4309=0.0990$. With $\alpha=144.00$ meV nm, $r_T=144.00/0.4309$ nm, or $0.3342$ µm. The formulas of (b) give $l_0=18.54$ µm and $l=3.670$ µm, whose ratio $5.05$ equals $1/(2\times0.0990)$. Then

$$\sigma_{\rm AY}=\frac{4\pi}{3}\frac{(0.3342\ \mu{\rm m})^3}{18.54\ \mu{\rm m}}=8.43\times10^{-11}\ {\rm cm^2}=8.43\times10^{-15}\ {\rm m^2}.$$

Nested quadrature of $B(E)$, the resistance and $n\langle v\rangle$ returns the same value, and a ratio of $8.00$ between 5 K and 10 K. With $\langle v\rangle=2.536\times10^6$ cm/s, $\sigma\langle v\rangle=8.433\times10^{-11}\times2.536\times10^6=2.14\times10^{-4}$ cm³/s, and the capture time is $1/(10^{11}\times2.14\times10^{-4})$ s $=47$ ns. The Thomson form would give $5.052\times8.433\times10^{-11}=4.26\times10^{-10}$ cm².

The supply condition holds: $r_T/l_0=0.018$, and $\sigma_{\rm AY}$ is $8.433\times10^{-11}/3.509\times10^{-9}=0.024$ of $\pi r_T^2$. Since $r_T/l=0.091$, motion across the well is ballistic and the Debye–Langevin rate is a formal comparison; with $D_x=310.3$ cm²/s it is $0.130$ cm³/s, and $2.139\times10^{-4}/0.1303=1.64\times10^{-3}=r_T^2/(ll_0)$. Neighbours give $w_N=0.155$ and $P(w_N)=0.011$. The jump there, $\sqrt{8\delta w_N}=0.35$, exceeds $w_N$, so the diffusion estimate is outside its range and gives no reliable size for the effect of neighbours.

The window in temperature is the weaker point. With $E_B=40.82$ meV, the level at $|E|=kT$ has $\nu=\sqrt{94.7}=9.73$. The spacing there is $0.0885$ meV against a phonon energy of $0.3834$ meV, a ratio of $0.231$. Its inverse is $w^*=4.33$, with $P(w^*)=0.930$, so $7\%$ of the resistance lies where levels are discrete on the phonon scale. The error this causes is smaller than that share: for hydrogenic levels with exact phonon matrix elements and equal occupation within each shell, $\sigma$ for a deep sink differs from the continuous network value below by less than $1\%$. The whole window spans $v_B/s=43.75$, and $kT$ sits a factor 10 above its lower end and 4.3 below its upper end.

The largest computed departure comes from finite jumps, since $0.3834/0.4309=0.89$ is not small. The network gives $\sigma/\sigma_{\rm AY}=0.726$, so $\sigma=0.726\times8.433\times10^{-11}=6.1\times10^{-11}$ cm² and the capture time is $46.8/0.726=64$ ns. The logarithmic term alone gives $1-\tfrac43(0.0990)\ln(1/0.0990)=0.695$; the gap of $0.031$ is $0.3\,\delta$, of the order left undetermined in (f). Relative to the network value, $\sigma_{\rm AY}$ is $1/0.726-1=38\%$ too high at this temperature. The network is itself quasi-classical and assumes $f=f(E)$, which needs $l\ll l_0$. Here $l/l_0=0.20$ at leading order in $\delta$ (full kinematics lengthen $l$ by 9 to 18% for $\varepsilon$ between $0.5$ and $3\,kT$), so this condition is only moderately satisfied, and the resulting error is not computed. The network also omits level discreteness, several valleys, anisotropy and neighbouring centres.

## Numbers as computed

```
m/m0 = 0.30, kappa = 10, Z = 1
s = 5000 m/s, rho = 5000 kg/m^3, Xi = 10 eV
T = 5.0 K, N = 1.0e+11 cm^-3
kT = 0.4309 meV
m s^2 = 0.04264 meV
delta = m s^2/kT = 0.0990
alpha = 144.00 meV nm
E_B = 40.82 meV, E_B/kT = 94.7
n at |E| = kT: 9.73
v_B = 2.1877e+05 m/s, v_B/s = 43.75
level spacing at |E| = kT: 0.0885 meV
phonon energy sqrt(8 m s^2 kT) = 0.3834 meV
spacing/phonon = kT/(m s v_B) = 0.231
w* = 4.33, P(w*) = 0.930
P(1) = 0.2642, P(2) = 0.5940, P(5) = 0.9596
r_T = 0.3342 um
l0 = 18.541 um
l = 3.670 um, l0/l = 5.052
r_T/l0 = 0.0180, r_T/l = 0.0911
r_T^2/(l l0) = 1.641e-03
pi r_T^2 = 3.509e-09 cm^2
sigma_AY = 8.433e-11 cm^2 = 8.433e-15 m^2
sigma by quadrature = 8.433e-11 cm^2
sigma(5 K)/sigma(10 K) by quadrature = 8.0000
<v> = 2.536e+06 cm/s
sigma<v> = 2.139e-04 cm^3/s
capture time 1/(N sigma<v>) = 46.8 ns
D_x = 310.3 cm^2/s, Debye rate = 1.303e-01 cm^3/s
w_N = 0.155, P(w_N) = 0.0109
Thomson form with l: 4.260e-10 cm^2
network sigma/sigma_AY at delta = 0.016: 0.9210
network sigma/sigma_AY at delta = 0.004: 0.9731
network sigma/sigma_AY at delta = 0.001: 0.9914
log coefficient from network = 1.319 (derived 1.333)
max |P_network - P| at delta = 0.001: 0.0001
network sigma/sigma_AY at example delta: 0.726
network sigma = 6.125e-11 cm^2
network capture time = 64.4 ns
```
